# Spectral Representation and End-Point Sum Rules for Imaginary-Time Green's Functions

On a four-site Hubbard ring with hopping \(t=1\) eV, repulsion \(U=4\) eV, chemical potential \(\mu=1\) eV and inverse temperature \(\beta=5\) eV\(^{-1}\), the imaginary-time Green's function \(G(\tau)\) of the \(k=0\) orbital leaves \(\tau=0\) with slope \(-0.433\) eV and arrives at \(\tau=\beta\) with slope \(+1.592\) eV. For the \(k=\pi\) orbital the two slopes are \(-3.057\) eV and \(+0.216\) eV. None of these four numbers is simple. Yet if the two slopes of each orbital are added and the sign is reversed, the results are \(-1.159\) eV and \(2.841\) eV, and they differ by \(4.000\) eV, the separation \(4t\) of the two orbital energies without any interaction. That \(U\) also equals 4 eV here is a coincidence of the chosen parameters. The correlations affect every slope, but they drop out of this difference.

The explanation lies in the way \(G(\tau)\) encodes the spectrum of single-particle excitations. Let \(H\) be the Hamiltonian of a fermion system, \(N\) the particle number and \(K=H-\mu N\), with \([H,N]=0\). Thermal averages are \(\langle O\rangle=\mathrm{Tr}(\rho O)\), where \(\rho=e^{-\beta K}/Z\) and \(Z=\mathrm{Tr}\,e^{-\beta K}\). The operator \(c\) annihilates a particle in a normalized orbital, so that \(\{c,c^\dagger\}=1\). The algebra uses atomic units, hence \(\hbar=1\); numbers are given in eV, and imaginary times in eV\(^{-1}\). The one-particle basis is taken to be finite, which makes all sums below finite. For \(0<\tau<\beta\) define

\[
G(\tau)=\langle c(\tau)c^\dagger\rangle,\qquad c(\tau)=e^{\tau K}c\,e^{-\tau K}.
\]

This \(G\) is positive. The time-ordered function defined with a leading minus sign is \(-G\) on this interval.

Let \(K|m\rangle=E_m|m\rangle\), \(p_m=e^{-\beta E_m}/Z\) and \(c_{mn}=\langle m|c|n\rangle\). Inserting a complete set of states between \(c(\tau)\) and \(c^\dagger\) gives

\[
G(\tau)=\sum_{mn}p_m\langle m|e^{\tau K}c\,e^{-\tau K}|n\rangle\langle n|c^\dagger|m\rangle
=\sum_{mn}p_m|c_{mn}|^2e^{-\tau\omega_{nm}},
\]

with \(\omega_{nm}=E_n-E_m\). Since \(c\) removes a particle, \(|n\rangle\) holds one particle more than \(|m\rangle\). Thus \(\omega_{nm}\) is the energy needed to add a particle to \(|m\rangle\), measured from \(\mu\). Read backwards, \(-\omega_{nm}\) is the energy needed to remove one from \(|n\rangle\).

The spectral function is defined independently of imaginary time, through the real-time anticommutator:

\[
A(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\omega t}\,\langle\{c(t),c^\dagger\}\rangle,\qquad c(t)=e^{iKt}c\,e^{-iKt}.
\]

The matrix element of \(c(t)\) is \(\langle m|c(t)|n\rangle=e^{-i\omega_{nm}t}c_{mn}\). In the product \(c(t)c^\dagger\) the trace starts and ends on \(|m\rangle\), which gives the weight \(p_m\). In \(c^\dagger c(t)\) it starts and ends on \(|n\rangle\), which gives \(p_n\). Therefore

\[
\langle\{c(t),c^\dagger\}\rangle=\sum_{mn}(p_m+p_n)|c_{mn}|^2e^{-i\omega_{nm}t},
\]

and the Fourier integral turns each exponential into a delta function:

\[
A(\omega)=\sum_{mn}(p_m+p_n)|c_{mn}|^2\,\delta(\omega-\omega_{nm})\ \ge 0 .
\]

What remains is to express the weight \(p_m\) in \(G\) through the weight \(p_m+p_n\) in \(A\). The Boltzmann factors obey \(p_n=p_me^{-\beta\omega_{nm}}\), so

\[
p_m+p_n=p_m\left(1+e^{-\beta\omega_{nm}}\right),\qquad
p_m=\frac{p_m+p_n}{1+e^{-\beta\omega_{nm}}}.
\]

The factor multiplying \(p_m+p_n\) depends on the two states through \(\omega_{nm}\) alone. It can therefore be taken out of the double sum as a function of \(\omega\), and

\[
G(\tau)=\int_{-\infty}^{\infty}d\omega\,A(\omega)\,\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}} .
\]

This is the spectral representation. The derivation needs thermal equilibrium, because it uses the ratio \(p_n/p_m\), and it needs a generator \(K\) that does not depend on \(\tau\). In auxiliary-field Monte Carlo a single field configuration describes particles in a \(\tau\)-dependent potential, so the argument does not apply to one configuration; it applies to the average over fields, apart from the errors of time discretization.

Without interaction, an orbital that is an eigenstate of the one-particle Hamiltonian with energy \(\xi\) relative to \(\mu\) has \(A(\omega)=\delta(\omega-\xi)\), and \(G(\tau)=e^{-\tau\xi}/(1+e^{-\beta\xi})\) is a single exponential. In general \(G\) is a positive superposition of exponentials. Its second derivative carries the factor \(\omega^2\ge0\), so \(G\) is convex. For the \(k=0\) orbital of the ring the values are

\[
\begin{aligned}
G(0^+)&=0.1014,& G(1)&=0.0102,& G(2.5)&=0.0293,\\
G(4)&=0.1836,& G(5^-)&=0.8986,&&
\end{aligned}
\]

with \(\tau\) in eV\(^{-1}\). The function falls from the left, where excitations with \(\omega>0\) decay, and rises to the right, where those with \(\omega<0\) grow. Convexity permits no second minimum.

At the midpoint the kernel becomes

\[
\frac{e^{-\beta\omega/2}}{1+e^{-\beta\omega}}=\frac{1}{2\cosh(\beta\omega/2)},
\]

which suppresses excitations with \(|\omega|\gg1/\beta\) exponentially. Information about high energies is thus concentrated near the ends of the interval, and the derivatives there extract it in a definite form. Differentiating the spectral representation \(k\) times brings down \((-\omega)^k\). At the two ends, approached from inside the interval,

\[
(-1)^kG^{(k)}(0^+)=\int d\omega\,\frac{\omega^kA(\omega)}{1+e^{-\beta\omega}}\equiv M_k^>,
\]

\[
(-1)^kG^{(k)}(\beta^-)=\int d\omega\,\frac{\omega^kA(\omega)\,e^{-\beta\omega}}{1+e^{-\beta\omega}}\equiv M_k^< .
\]

The first factor, \(1/(1+e^{-\beta\omega})\), is one minus the Fermi function and selects the addition part of the spectrum. The second is the Fermi function and selects the removal part. They add to one at every \(\omega\), so that

\[
(-1)^k\left[G^{(k)}(0^+)+G^{(k)}(\beta^-)\right]=\int d\omega\,\omega^kA(\omega)\equiv M_k .
\]

One end alone gives a moment weighted by a thermal factor; the sum of both ends gives the moment of \(A\) itself.

The moments become useful when they can be found without knowing \(A\). For this, differentiate the operator instead of the integral. From the definition of \(c(\tau)\),

\[
\frac{dc(\tau)}{d\tau}=e^{\tau K}(Kc-cK)e^{-\tau K}=-e^{\tau K}[c,K]e^{-\tau K}.
\]

Set \(X_0=c\) and \(X_{k+1}=[X_k,K]\). The same step applies to each \(X_k\), and every derivative adds one commutator and one minus sign:

\[
\frac{d^kc(\tau)}{d\tau^k}=(-1)^k\,e^{\tau K}X_k\,e^{-\tau K}.
\]

At \(\tau=0^+\) the exponentials are unity, hence \(M_k^>=\langle X_kc^\dagger\rangle\). At \(\tau=\beta^-\) the left exponential cancels the Boltzmann operator and the right one replaces it:

\[
M_k^<=\frac1Z\mathrm{Tr}\left[e^{-\beta K}e^{\beta K}X_ke^{-\beta K}c^\dagger\right]
=\mathrm{Tr}\left[X_k\,\rho\,c^\dagger\right]=\langle c^\dagger X_k\rangle ,
\]

where the last step is the cyclic property of the trace. Adding the two parts yields

\[
M_k=\langle\{X_k,c^\dagger\}\rangle=\big\langle\{[\cdots[[c,K],K]\cdots,K],c^\dagger\}\big\rangle ,
\]

with \(k\) commutators.

The anticommutator has a direct meaning as a jump. Continue the time-ordered function to \(-\beta<\tau<0\), in the sign convention used here, by \(\tilde G(\tau)=-\langle c^\dagger c(\tau)\rangle\). The trace manipulation just used shows that \(\tilde G(\tau)=-G(\tau+\beta)\). The discontinuity of the \(k\)-th derivative at \(\tau=0\) is then

\[
G^{(k)}(0^+)-\tilde G^{(k)}(0^-)=G^{(k)}(0^+)+G^{(k)}(\beta^-)=(-1)^kM_k .
\]

At zeroth order, for \(G\) itself, the two parts are \(\langle cc^\dagger\rangle=1-n_c\) and \(\langle c^\dagger c\rangle=n_c\), where \(n_c\) is the occupation of the orbital, and \(M_0=1\). In the example the \(k=0\) orbital has \(0.1014+0.8986=1\): it is about 90% occupied.

The higher moments depend on the model. On a ring of \(N_s\) sites with unit spacing,

\[
K=-t\sum_{i\sigma}\left(c_{i\sigma}^\dagger c_{i+1,\sigma}+c_{i+1,\sigma}^\dagger c_{i\sigma}\right)+U\sum_in_{i\uparrow}n_{i\downarrow}-\mu N,
\]

and the orbital of interest is

\[
c_{k\sigma}=\frac{1}{\sqrt{N_s}}\sum_i\phi_i\,c_{i\sigma},\qquad \phi_i=e^{-\mathrm{i}kx_i},
\]

where \(\mathrm{i}\) is the imaginary unit, \(k\) the wave number and \(x_i\) the position of site \(i\), so that \(|\phi_i|=1\) and \(\phi_{i\pm1}=e^{\mp\mathrm{i}k}\phi_i\). The identity \([A,BC]=\{A,B\}C-B\{A,C\}\) gives \([c_{i\sigma},c_{j\sigma}^\dagger c_{l\sigma}]=\delta_{ij}c_{l\sigma}\), and therefore

\[
[c_{i\sigma},K]=-t\left(c_{i+1,\sigma}+c_{i-1,\sigma}\right)-\mu c_{i\sigma}+U\,n_{i,-\sigma}c_{i\sigma}.
\]

In the interaction term the opposite-spin density commutes with \(c_{i\sigma}\) and acts as a spectator. Multiplying by \(\phi_i/\sqrt{N_s}\) and summing over sites, a shift of the summation index turns the two hopping terms into \(-t(e^{\mathrm{i}k}+e^{-\mathrm{i}k})c_{k\sigma}=-2t\cos k\,c_{k\sigma}\). Hence

\[
X_1=\xi\,c_{k\sigma}+U\,d_{k\sigma},\qquad \xi=-2t\cos k-\mu,
\]

\[
d_{k\sigma}=\frac1{\sqrt{N_s}}\sum_i\phi_i\,n_{i,-\sigma}c_{i\sigma}.
\]

The anticommutator of \(d_{k\sigma}\) with \(c_{k\sigma}^\dagger\) contains \(\{c_{i\sigma},c_{j\sigma}^\dagger\}=\delta_{ij}\), which leaves the site sum

\[
\{d_{k\sigma},c_{k\sigma}^\dagger\}=\frac1{N_s}\sum_in_{i,-\sigma}.
\]

Let \(n\) be the thermal average of the opposite-spin density per site. Then

\[
M_1=\xi+Un .
\]

This has the form of a mean-field orbital energy, but no mean-field approximation was made, and \(n\) is the density of the interacting system. The shift \(Un\) is the same for all \(k\). That is why the correlations cancel from the difference between the two orbitals. With \(n=0.4603\),

\[
M_1(k=0)=-3+4\times0.4603=-1.159\ \text{eV},
\]

\[
M_1(k=\pi)=1+4\times0.4603=2.841\ \text{eV},
\]

or \(-0.0426\) and \(0.1044\) hartree.

For the second moment it is convenient to move one commutator onto \(c^\dagger\). Since \(\rho\) commutes with \(K\), the average of any commutator with \(K\) vanishes. Applied to \(\{X_1,c^\dagger\}\), this reads

\[
0=\langle[\{X_1,c^\dagger\},K]\rangle=\langle\{[X_1,K],c^\dagger\}\rangle+\langle\{X_1,[c^\dagger,K]\}\rangle .
\]

Hermitian conjugation of \(X_1=[c,K]\) gives \(X_1^\dagger=[K,c^\dagger]=-[c^\dagger,K]\), so \(M_2=\langle\{X_1,X_1^\dagger\}\rangle\). Inserting \(X_1\),

\[
M_2=\xi^2+\xi U\left\langle\{c_{k\sigma},d_{k\sigma}^\dagger\}+\{d_{k\sigma},c_{k\sigma}^\dagger\}\right\rangle+U^2\langle\{d_{k\sigma},d_{k\sigma}^\dagger\}\rangle .
\]

Each of the two mixed terms averages to \(n\). In the last term the anticommutator again forces \(i=j\) and leaves \(n_{i,-\sigma}^2=n_{i,-\sigma}\), since a fermion occupation is 0 or 1. Its average is also \(n\), and

\[
M_2=\xi^2+2U\xi n+U^2n,\qquad M_2-M_1^2=U^2n(1-n).
\]

For \(k=0\) the terms are \(9-11.046+7.364=5.318\) eV\(^2\); for \(k=\pi\) they are \(1+3.682+7.364=12.046\) eV\(^2\). The variance is \(16\times0.4603\times0.5397=3.975\) eV\(^2\) for both, a root-mean-square width of 1.99 eV or 0.0733 hartree. It is the variance of a quantity that equals \(U\) with probability \(n\) and zero otherwise: the energy shift of a particle that finds its site occupied by the opposite spin or empty. When \(U\), \(n\) or \(1-n\) tends to zero, the variance vanishes. A non-negative \(A\) of unit weight and zero variance can only be a delta function at \(M_1\), so the spectrum then contracts to one line.

A finite width of this kind is not a lifetime, and \(M_1\) need not be the position of a peak. The four strongest poles at \(k=0\) lie at \(-1.639\), \(-1.752\), \(-0.806\) and \(-2.806\) eV, with weights 0.371, 0.185, 0.154 and 0.098. Together they hold 0.8085 of the weight and contribute \(-1.332\) eV to \(M_1\). The remaining weight of 0.1915 must supply \(-1.159+1.332=0.173\) eV, so its mean energy is about \(+0.9\) eV. The separate end points show the same spread. The mean energy of the addition part is \(M_1^>/M_0^>=0.433/0.1014=4.27\) eV, and that of the removal part is \(M_1^</M_0^<=-1.592/0.8986=-1.77\) eV. The sum rule fixes their weighted average but neither of them alone.

These relations were checked numerically on the full space of 256 many-body states, with \(G(\tau)\) computed from its trace definition and differentiated by one-sided differences at both ends. The third moments, evaluated from the nested commutators, are 4.223 eV\(^3\) for \(k=0\) and 41.559 eV\(^3\) for \(k=\pi\), and the differences of \(G\) reproduce them.

Such high-order differences work because the data carry no statistical noise. A simulation delivers \(G\) on a grid of spacing \(\Delta\), and the simplest estimate of the first moment uses the first and last intervals:

\[
M_1^{\rm est}=\frac{G(0^+)-G(\Delta)}{\Delta}+\frac{G(\beta-\Delta)-G(\beta^-)}{\Delta}.
\]

Expand \(G\) about the nearer end and use \(G^{(k)}(0^+)=(-1)^kM_k^>\) and \(G^{(k)}(\beta^-)=(-1)^kM_k^<\):

\[
\frac{G(0^+)-G(\Delta)}{\Delta}=M_1^>-\frac{\Delta}{2}M_2^>+\frac{\Delta^2}{6}M_3^>+O(\Delta^3),
\]

\[
\frac{G(\beta-\Delta)-G(\beta^-)}{\Delta}=M_1^<+\frac{\Delta}{2}M_2^<+\frac{\Delta^2}{6}M_3^<+O(\Delta^3).
\]

The terms linear in \(\Delta\), which come from the curvature of \(G\), have opposite signs at the two ends, while the terms in \(\Delta^2\) have the same prefactor and combine to \(M_3\). The sum is

\[
M_1^{\rm est}=M_1-\frac{\Delta}{2}\left(M_2^>-M_2^<\right)+\frac{\Delta^2}{6}M_3+O(\Delta^3).
\]

The leading bias measures the difference between the second moments of the addition and removal parts. At \(k=0\) the two parts of \(M_2\) are 2.132 and 3.186 eV\(^2\) and partly cancel in the difference. With \(\Delta=0.1\) eV\(^{-1}\) the linear term is \(+0.053\) eV and the quadratic one \(+0.007\) eV; the estimate is \(-1.101\) eV, off by 5% of \(|M_1|\). At \(k=\pi\) the parts are 11.343 and 0.704 eV\(^2\). The linear term is \(-0.532\) eV, the quadratic one \(+0.069\) eV, and the estimate of 2.372 eV falls short of \(M_1\) by 17%. The same grid is thus adequate for one orbital and poor for the other.

Reducing \(\Delta\) lowers the bias but amplifies noise. Let each value of \(G\) carry a statistical error \(s\). When the data respect \(G(0^+)+G(\beta^-)=1\), as they do configuration by configuration in auxiliary-field Monte Carlo, the two end values are not independent: they enter the estimate as \(G(0^+)-G(\beta^-)=2G(0^+)-1\), with error \(2s\). If the two interior values were independent of this combination and of each other, the error of the estimate would be \(\sqrt{4s^2+s^2+s^2}/\Delta=\sqrt6\,s/\Delta\). Values measured on the same configurations are correlated as well, and their covariance must then be used. In auxiliary-field Monte Carlo with time step \(\Delta\), neighbouring values on one configuration differ by a single propagator whose field coupling is of order \(\sqrt{U\Delta}\). The error of the estimate then grows roughly as \(\Delta^{-1/2}\) rather than \(1/\Delta\), and the formula for independent values overstates it at small \(\Delta\). Where \(M_1\) and \(M_2\) follow from the density, as here, they can instead be imposed as linear constraints on \(A\) when the spectral representation is inverted. The statistical error of \(M_1\) is then \(U\) times that of \(n\) and is not amplified by a division by \(\Delta\).

For a system with a continuous spectrum the rules require a condition. On \(0\le\tau\le\beta\) the kernel lies between 0 and 1, because \(e^{-\tau\omega}\) does not exceed the larger of 1 and \(e^{-\beta\omega}\). If \(\int|\omega|^kA\,d\omega\) is finite, the integrand of the \(k\)-th derivative is bounded by an integrable function, and the limits at both ends may be taken under the integral. A Lorentzian of half-width \(\Gamma\) centred at \(\mu\),

\[
A(\omega)=\frac{\Gamma}{\pi}\,\frac{1}{\omega^2+\Gamma^2},
\]

violates this already at first order, where \(\int|\omega|A\,d\omega\) diverges logarithmically, and more strongly at second order. The sum of the two curvatures contains the kernel

\[
S(\omega)=\frac{e^{-\tau\omega}+e^{-(\beta-\tau)\omega}}{1+e^{-\beta\omega}},
\]

which is even in \(\omega\), as multiplying numerator and denominator by \(e^{\beta\omega/2}\) shows. With \(\omega^2/(\omega^2+\Gamma^2)=1-\Gamma^2/(\omega^2+\Gamma^2)\),

\[
G''(\tau)+G''(\beta-\tau)=\frac{2\Gamma}{\pi}\int_0^\infty d\omega\left[1-\frac{\Gamma^2}{\omega^2+\Gamma^2}\right]S(\omega).
\]

For \(\omega>0\), \(S\) differs from \(e^{-\tau\omega}\) by \((e^{-(\beta-\tau)\omega}-e^{-(\beta+\tau)\omega})/(1+e^{-\beta\omega})\), whose integral vanishes as \(\tau\to0\). The first term in the bracket therefore gives \(1/\tau\). In the second, \(S\to1\) and the integral tends to \(\pi\Gamma/2\). Thus

\[
G''(\tau)+G''(\beta-\tau)=\frac{2\Gamma}{\pi}\left[\frac1\tau-\frac{\pi\Gamma}{2}+o(1)\right].
\]

For \(\Gamma=0.5\) eV and \(\beta=5\) eV\(^{-1}\), direct integration gives 31.59 eV\(^2\) at \(\tau=0.01\) eV\(^{-1}\) and 318.06 eV\(^2\) at \(\tau=0.001\) eV\(^{-1}\), in agreement with this law. The curvature sum has no end-point limit. A Lorentzian line shape can describe a spectrum near its peak, but its tails cannot be those of the Hubbard ring, whose second moment is finite and fixed by \(\xi\), \(U\) and \(n\).

## Table of computed values

```
hopping t = 1.0 eV, repulsion U = 4.0 eV
chemical potential = 1.0 eV, beta = 5.0 1/eV
temperature = 2321 K
many-body states = 256
density per site and spin n = 0.460266
k=0: xi = -3.0000 eV
G(0.0/eV): trace 0.10137850, spectral 0.10137850
G(1.0/eV): trace 0.01021429, spectral 0.01021429
G(2.5/eV): trace 0.02934266, spectral 0.02934266
G(4.0/eV): trace 0.18363189, spectral 0.18363189
G(5.0/eV): trace 0.89862150, spectral 0.89862150
strong pole: omega = -1.6386 eV, weight = 0.3714
strong pole: omega = -1.7522 eV, weight = 0.1849
strong pole: omega = -0.8064 eV, weight = 0.1544
strong pole: omega = -2.8064 eV, weight = 0.0978
weight in these poles = 0.8085
k=0 M0 (eV^0): add 0.101379, remove 0.898621, sum 1.000000
  from end-point differences: 1.000000 eV^0
k=0 M1 (eV^1): add 0.433086, remove -1.592023, sum -1.158936
  from end-point differences: -1.158936 eV^1
k=0 M2 (eV^2): add 2.131843, remove 3.186030, sum 5.317873
  from end-point differences: 5.317873 eV^2
k=0 M3 (eV^3): add 11.281431, remove -7.058468, sum 4.222963
  from end-point differences: 4.222963 eV^3
k=0: variance of A = 3.974739 eV^2
k=0: width of A = 1.99367 eV = 0.073266 hartree
k=0: M1 = -0.042590 hartree
k=0: grid 0.10 1/eV, slope estimate = -1.10090 eV
  bias terms: linear 0.05271 eV, quadratic 0.00704 eV
k=pi: xi = 1.0000 eV
k=pi M0 (eV^0): add 0.916750, remove 0.083250, sum 1.000000
  from end-point differences: 1.000000 eV^0
k=pi M1 (eV^1): add 3.057000, remove -0.215936, sum 2.841064
  from end-point differences: 2.841064 eV^1
k=pi M2 (eV^2): add 11.342865, remove 0.703517, sum 12.046382
  from end-point differences: 12.046382 eV^2
k=pi M3 (eV^3): add 44.268466, remove -2.709286, sum 41.559180
  from end-point differences: 41.559180 eV^3
k=pi: variance of A = 3.974739 eV^2
k=pi: width of A = 1.99367 eV = 0.073266 hartree
k=pi: M1 = 0.104407 hartree
k=pi: grid 0.10 1/eV, slope estimate = 2.37195 eV
  bias terms: linear -0.53197 eV, quadratic 0.06927 eV
Lorentzian half-width = 0.5 eV
tau = 0.010 1/eV: curvature sum 31.586, law 31.581 eV^2
tau = 0.001 1/eV: curvature sum 318.061, law 318.060 eV^2
```
